# Second-Harmonic Electron-Energy Modulation at 13.56 MHz under Linear Relaxation

## Definitions and conventions

Let $\varepsilon(t)$ be the mean energy of random electron motion and $\varepsilon_g=\tfrac32 kT_g$ its value in equilibrium with gas at temperature $T_g$. Linear energy relaxation means

$$
\frac{d\varepsilon}{dt}=H(t)-\nu(\varepsilon-\varepsilon_g),\qquad \nu=10^7\ \mathrm{s^{-1}},
$$

where $H$ is the collisional heating power per electron. The plasma is taken as uniform and $\nu$ as constant. The field is $E_0\cos\omega t$, without a dc part, and $\omega=2\pi f$ with $f=13.56$ MHz. The rate $\nu$ is an inverse decay time, so it is compared with angular frequencies.

The amplitude at a given frequency is the magnitude of the Fourier component at that frequency; for a pure sinusoid it is half of the peak-to-peak swing. The quasistatic response is the energy that this linear law would give if the heating changed very slowly, $\varepsilon_{qs}=\varepsilon_g+H(t)/\nu$. The quantity sought is

$$
R=\frac{\text{actual amplitude of }\varepsilon\text{ at }2\omega}{\text{quasistatic amplitude at }2\omega}
$$

for the same heating.

## Back-of-envelope estimate

Heating goes as the square of the field, and $\cos^2\omega t=\tfrac12(1+\cos2\omega t)$. The heating is therefore $H_0(1+\cos2\omega t)$: it varies at $2\omega$, and its modulation is as large as its mean. Since

$$
2\omega=1.704\times10^8\ \mathrm{s^{-1}}
$$

is 17 times $\nu$, the energy loss hardly changes within one modulation cycle. It balances the mean heating, and the modulated part is simply stored and returned. The energy stored while $\cos2\omega t$ is positive is

$$
\int_{-\pi/4\omega}^{\pi/4\omega}H_0\cos2\omega t\,dt=\frac{H_0}{\omega}.
$$

This is the peak-to-peak swing, so the amplitude is $H_0/2\omega$. The quasistatic amplitude is $H_0/\nu$, and

$$
R\approx\frac{\nu}{2\omega}=\frac{1}{17.04}=0.0587 .
$$

## Controlled derivation

**Heating.** Let $u$ be the drift velocity along the electric force, and let $\nu_m$ be a constant momentum collision rate:

$$
m\frac{du}{dt}=eE_0\cos\omega t-m\nu_m u .
$$

The settled solution is

$$
u=\frac{eE_0}{m\sqrt{\nu_m^2+\omega^2}}\cos(\omega t-\varphi),\qquad \tan\varphi=\frac{\omega}{\nu_m}.
$$

Multiplying the momentum equation by $u$ gives

$$
eE_0u\cos\omega t=\frac{d}{dt}\frac{mu^2}{2}+m\nu_mu^2 .
$$

The first term on the right changes the drift energy. The second is the power that collisions turn into random motion, so

$$
H=m\nu_mu^2=H_0[1+\cos(2\omega t-2\varphi)],\qquad
H_0=\frac{e^2E_0^2\nu_m}{2m(\nu_m^2+\omega^2)} .
$$

Electron inertia lowers $H_0$ and delays the heating by the phase $2\varphi$, but leaves the relative modulation complete.

**Link to the energy distribution.** Write the velocity distribution as $F(v,t)+F_1(v,t)\cos\theta$, with $\theta$ measured from the force, and let $a=eE/m$. Keeping these two terms, the kinetic equation gives

$$
\frac{\partial F_1}{\partial t}+a\frac{\partial F}{\partial v}=-\nu_mF_1,\qquad
\frac{\partial F}{\partial t}=-\frac{a}{3v^2}\frac{\partial}{\partial v}(v^2F_1)+\text{energy loss}.
$$

If $F$ changes slowly compared with $\nu_m$, the first equation has the solution $F_1=-u\,\partial F/\partial v$, because $u$ obeys $\dot u=a-\nu_mu$. The field thus causes diffusion in speed with coefficient $au/3$. For $\nu_m\gg\omega$ the drift-energy term is small, $mau\approx H$, and this coefficient is $H/3m$.

A drag $\dot v=-\nu v/2$ makes $v^2$ decay at the rate $\nu$. Contact with the gas adds a diffusion coefficient $\nu kT_g/2m=\nu\varepsilon_g/3m$, which makes the Maxwellian at $T_g$ stationary when the field is off. Together,

$$
\frac{\partial F}{\partial t}=\frac1{v^2}\frac{\partial}{\partial v}\left[v^2\left(D\frac{\partial F}{\partial v}+\frac{\nu v}{2}F\right)\right],\qquad
D=\frac{H+\nu\varepsilon_g}{3m}.
$$

Multiply by $4\pi v^2\cdot\tfrac12mv^2$ and integrate over speed. With $\int4\pi v^2F\,dv=1$, one integration by parts gives

$$
\frac{d\varepsilon}{dt}=-4\pi m\int_0^\infty v^3\left(D\frac{\partial F}{\partial v}+\frac{\nu v}{2}F\right)dv .
$$

A second integration by parts in the first term gives $3mD$. The second term is $-\nu\varepsilon$. Since $3mD=H+\nu\varepsilon_g$, the linear law follows, whatever the shape of $F$.

A Maxwellian also keeps its form in this model. For $F\propto T^{-3/2}e^{-mv^2/2kT}$, the two sides of the kinetic equation are

$$
-\frac{\dot T}{2T}\left(3-\frac{mv^2}{kT}\right)F
\quad\text{and}\quad
\left(\frac{\nu}{2}-\frac{mD}{kT}\right)\left(3-\frac{mv^2}{kT}\right)F .
$$

They agree at every speed if $\dot T/T=2mD/kT-\nu$, which is the same energy law with $\varepsilon=\tfrac32kT$.

**Response.** After a transient that decays as $e^{-\nu t}$, write

$$
H=H_0+\mathrm{Re}(H_2e^{2i\omega t}),\qquad
\varepsilon=\bar\varepsilon+\mathrm{Re}(\varepsilon_2e^{2i\omega t}),\qquad |H_2|=H_0 .
$$

The constant terms give $\bar\varepsilon=\varepsilon_g+H_0/\nu$. The oscillating terms give

$$
2i\omega\varepsilon_2=H_2-\nu\varepsilon_2
\quad\Rightarrow\quad
\varepsilon_2=\frac{H_2}{\nu+2i\omega}.
$$

Dividing by the quasistatic value $H_2/\nu$ and taking the modulus,

$$
\boxed{R=\frac{1}{\sqrt{1+(2\omega/\nu)^2}}}
$$

The energy lags the heating by $\arctan(2\omega/\nu)$.

## Comparison of the two results

At 13.56 MHz the full formula gives

$$
R=\frac1{\sqrt{1+17.04^2}}=0.0586 ,
$$

a suppression by a factor of 17. The lag is $86.6^\circ$. The rough estimate is high by the factor $\sqrt{1+(\nu/2\omega)^2}$, or about 0.2 percent, because it ignores the modulation of the loss.

In the opposite limit, $2\omega\ll\nu$, expansion gives $R\approx1-2\omega^2/\nu^2$, and the energy follows the heating. The crossover $2\omega=\nu$, where $R=1/\sqrt2$, lies at $f=\nu/4\pi\approx0.8$ MHz.

The harmonic matters: inserting $\omega$ in place of $2\omega$ would give 0.117. That value belongs to a modulation at the drive frequency, which a dc field would add. For $\nu_m\gg\omega$ the heating follows

$$
(E_{dc}+E_0\cos\omega t)^2=E_{dc}^2+\tfrac12E_0^2+2E_{dc}E_0\cos\omega t+\tfrac12E_0^2\cos2\omega t .
$$

The energy amplitude at $\omega$, relative to that at $2\omega$, is then

$$
\frac{4E_{dc}}{E_0}\sqrt{\frac{\nu^2+4\omega^2}{\nu^2+\omega^2}} .
$$

For $E_{dc}=0.2E_0$ this is 1.59, so the modulation at $\omega$ is already the larger one. The ratio $R$ for the second harmonic is unchanged.

## Worked example

Take rough values for the bulk of a capacitively coupled nitrogen plasma: 1 Torr, 300 K, field amplitude 7 V/cm, $\nu_m=3\times10^9\ \mathrm{s^{-1}}$ and a gap of 3 cm. The heating formula gives $H_0=1.435\times10^7$ eV/s. Hence

$$
\frac{H_0}{\nu}=1.435\ \mathrm{eV},\qquad
\bar\varepsilon=0.039+1.435=1.474\ \mathrm{eV}.
$$

The quasistatic amplitude is 1.435 eV: under very slow heating the energy would fall to that of the gas and rise to about 2.9 eV. The actual amplitude is

$$
1.435\times0.0586=0.084\ \mathrm{eV},
$$

or 5.7 percent of the mean energy.

Integrating the momentum and energy equations at 13.56 MHz, and again at $\omega=0.005\nu$ with the same field amplitude, gives an amplitude ratio of 0.05854, against 0.05858 from the formula. The small difference has the size of the inertial reduction of $H_0$, $(\omega/\nu_m)^2=0.0284^2\approx0.0008$, which is present in the fast case and negligible in the slow one.

**The tail is less quiet.** For a Maxwellian, the fraction of electrons above an energy $\varepsilon_*\gg kT$ is, to leading order, proportional to $\sqrt{x}\,e^{-x}$ with $x=\varepsilon_*/kT$. Its relative change is therefore $(x-\tfrac12)$ times that of $T$. For $\varepsilon_*=9$ eV and $kT=0.983$ eV, $x=9.16$. From minimum to maximum, $T$ changes by $2\times5.7$ percent, so the tail changes by about

$$
e^{8.66\times0.114}\approx2.7 .
$$

The full Maxwellian fractions give 2.71, and so does a time-dependent solution of the kinetic equation above with these parameters. A strongly suppressed mean-energy modulation therefore does not imply steady excitation by fast electrons.

## Where the estimate moves

**Energy-dependent loss.** A constant $\nu$ is least credible over the large quasistatic swing. Suppose that the loss rate grows in proportion to the excess energy and equals $\nu$ at the excess $H_0/\nu$. With $y=(\varepsilon-\varepsilon_g)\nu/H_0$ and $\alpha=2\omega t$, omitting the heating delay,

$$
\frac{dy}{dt}=\nu(1+\cos\alpha-y^2).
$$

The slow response is $y=\sqrt{1+\cos\alpha}=\sqrt2\,|\cos(\alpha/2)|$. Its amplitude at $2\omega$ is

$$
\frac{2\sqrt2}{\pi}\int_0^\pi\cos\frac{\alpha}{2}\cos\alpha\,d\alpha
=\frac{2\sqrt2}{\pi}\cdot\frac23=0.60,
$$

or 0.861 eV. This is the Fourier component; the waveform is not sinusoidal, and half of its peak-to-peak swing is larger, $\sqrt2/2=0.71$. For the fast response put $y=1+\delta$ and drop $\delta^2$. Then $\dot\delta=\nu(\cos\alpha-2\delta)$, with amplitude $1/\sqrt{4+(2\omega/\nu)^2}$. Integration of the nonlinear equation gives 0.0837 eV, almost the linear value. The ratio rises to $0.0837/0.861=0.097$, mainly because the reference has shrunk. For a weak modulation about the same mean, the relaxation rate is $2\nu$ and the ratio would be 0.117.

**Wall conduction.** Let the density $n$ be uniform and the particle flux zero. For constant $\nu_m$ and a Maxwellian, the pressure gradient must then be balanced by an acceleration $a=\partial_x(kT)/m$. With $\langle v^4\rangle=15(kT/m)^2$, the energy flux is

$$
Q=-\frac1{\nu_m}\left[\partial_x\frac{5n(kT)^2}{2m}-\frac52nkT\,a\right]
=-\frac{5nkT}{2m\nu_m}\partial_x(kT).
$$

Division by the heat capacity factor $\tfrac32n$ gives the diffusivity $\chi=5kT/(3m\nu_m)=9.6\times10^5\ \mathrm{cm^2/s}$. If the temperature disturbance vanishes at both walls, its lowest mode decays at $\chi(\pi/3\,\mathrm{cm})^2=1.05\times10^6\ \mathrm{s^{-1}}$. For a disturbance with the shape of this mode, the rate adds to $\nu$ and $R$ rises to 0.065. Uniform heating also excites higher modes, and the wall effect then depends on position: the rise in $R$ is smaller than this at mid-gap and larger in the average over the gap. These statements hold for walls at fixed electron temperature, which is the strongest wall effect in this model. Sheaths reflect most electrons, so a discharge wall lies between this case and an insulating one; with insulating walls and uniform heating no gradient forms and $R$ is unchanged.

**Drift energy.** Since $mu^2/2=H/2\nu_m$, its peak is 4.8 meV. Including it changes the energy amplitude from 0.0841 to 0.0843 eV.

**The real discharge.** The plasma parameters are rough choices, not values computed from nitrogen cross sections. In nitrogen, energy is lost through vibrational and electronic excitation, whose rates depend on electron energy. This breaks the assumption of one constant $\nu$ and also makes the distribution non-Maxwellian, so the tail factor of 2.7 is a model result. Halving or doubling $\nu$ at fixed frequency gives $R=0.029$ or 0.117, and the nonlinear example gives 0.097. Heating near the sheaths is nonuniform and can contain other harmonics; it lies outside this bulk estimate. For the stated linear rate the answer is $R\approx0.06$. The absolute amplitude is less sensitive to the loss: at fixed $H_0$ and $2\omega\gg\nu$ it stays close to $H_0/2\omega$. The values used here are listed in the numerical output below.

## Computed results

```
drive frequency: 13.56 MHz
energy relaxation rate nu: 1.0e+07 s^-1
momentum collision rate nu_m: 3.0e+09 s^-1
field amplitude: 7.0 V/cm
gas pressure: 1.0 Torr
gas temperature: 300 K
electrode gap: 3.0 cm
rms reduced field: 15.4 Td
omega: 8.5200e+07 s^-1
2*omega: 1.7040e+08 s^-1
2*omega/nu: 17.040 (dimensionless)
omega/nu_m: 0.0284 (dimensionless)
suppression ratio R, formula: 0.05858 (dimensionless)
suppression ratio R, integration: 0.05854 (dimensionless)
suppression factor 1/R: 17.07 (dimensionless)
high-frequency estimate nu/(2 omega): 0.05869 (dimensionless)
ratio if omega is wrongly used: 0.1166 (dimensionless)
energy lag behind heating, formula: 86.64 deg
energy lag behind heating, integration: 86.64 deg
heating lag behind field squared: 3.25 deg
gas mean energy: 0.0388 eV
mean heating per electron: 1.435e+07 eV/s
mean excess energy: 1.4352 eV
mean electron energy: 1.4740 eV
electron kT: 0.9827 eV
quasistatic 2-omega amplitude: 1.4352 eV
actual 2-omega amplitude, formula: 0.0841 eV
actual amplitude, distribution: 0.0841 eV
amplitude / mean energy: 5.70 percent
tail threshold: 9.0 eV
tail fraction at energy maximum: 6.047e-04 (dimensionless)
tail fraction at energy minimum: 2.232e-04 (dimensionless)
tail max/min, Maxwellian: 2.709 (dimensionless)
tail max/min, distribution: 2.712 (dimensionless)
R for nu = 5e6 s^-1: 0.0293 (dimensionless)
R for nu = 2e7 s^-1: 0.1166 (dimensionless)
peak drift energy: 4.79 meV
total-energy 2-omega amplitude: 0.0843 eV
dc field / rf amplitude in dc test: 0.20 (dimensionless)
omega/2-omega response, dc test: 1.592 (dimensionless)
nonlinear-loss actual amplitude: 0.0837 eV
nonlinear-loss quasistatic: 0.8614 eV
nonlinear-loss suppression: 0.0971 (dimensionless)
electron heat diffusivity: 9.602e+05 cm2/s
wall conduction rate: 1.053e+06 s^-1
R with wall conduction added: 0.0647 (dimensionless)
```
